# Mobility and threshold voltage from the transistor Y-function

An n-channel silicon transistor is measured at a small, fixed drain voltage $V_d$, with source terminal and body grounded. Two quantities are wanted: the mobility $\mu_0$, defined by extrapolating the strong-inversion mobility to vanishing inversion charge, and the threshold voltage $V_t$. In a doped channel the actual mobility at very low charge can be smaller than $\mu_0$, because ionized dopants scatter the electrons. The current also depends on the loss of mobility at high gate voltage and on the resistance of the source and drain regions.

The algebra uses atomic units, with $e=\hbar=m_e=4\pi\varepsilon_0=1$. Currents and charges are positive magnitudes. For an oxide of thickness $t$ and relative permittivity $\kappa$, the capacitance per area is $C=\kappa/(4\pi t)$. Numbers are in engineering units, where $C=\kappa\varepsilon_0/t$ and $k_BT$ in a voltage means $k_BT/e$.

The model has four assumptions.

1. In strong inversion the mobile charge per area at channel potential $V$ is $C(V_g-V_t-mV)$, where the constant $m$ accounts for the depletion charge.
2. The mobility is $\mu=\mu_0/(1+\theta_1 q)$. Here $q$ is the mobile charge divided by $C$ and averaged over the channel potential.
3. The source and drain resistances are constant and equal, each $R/2$.
4. Transport in the channel is by drift, and the gate current is negligible.

## Part (a)

**Question.** Find the current $I$ in terms of the terminal voltages. Do not assume that $V_d$ is infinitesimal.

**Answer.** Let $y$ run from source to drain. The current is the same at every $y$:

$$I=W\mu C\,(V_g-V_t-mV)\,\frac{dV}{dy}.$$

The channel ends are at $V_1=IR/2$ and $V_2=V_d-IR/2$, because each resistance takes a voltage $IR/2$. By assumption 2, $\mu$ does not vary along the channel. Integration over the length $L$ gives

$$IL=W\mu C\int_{V_1}^{V_2}(V_g-V_t-mV)\,dV
=W\mu C\,q\,(V_2-V_1),$$

$$q=V_g-V_t-\frac m2(V_1+V_2).$$

The sum and difference of the end potentials are $V_1+V_2=V_d$ and $V_2-V_1=V_d-IR$. The current has dropped out of the sum because the resistances are equal. Therefore

$$q=x,\qquad x=V_g-V_t-\frac{mV_d}{2}.$$

With $\beta=\mu_0CW/L$, the integrated equation becomes

$$I=\frac{\beta x(V_d-IR)}{1+\theta_1x}.$$

Multiply by the denominator and collect the terms in $I$:

$$I(1+\theta_1x)+\beta RxI=\beta xV_d,$$

$$I=\frac{\beta V_dx}{1+\theta x},\qquad \theta=\theta_1+\beta R.$$

Within the model no power of $V_d$ has been discarded. The charge law needs $x$ to exceed the thermal voltage several times over, so the formula must not be continued to $x=0$ as a description of the device.

At small $\theta x$ the current is $\beta V_dx$. At large $\theta x$ it approaches $\beta V_d/\theta=V_d/(R+\theta_1/\beta)$. Additional gate voltage then hardly changes the current.

## Part (b)

**Question.** Let $g_m=dI/dV_g$ at fixed $V_d$, and define $Y=I/\sqrt{g_m}$. Find $Y$, and give the physical reason for its dependence on $\theta_1$ and $R$.

**Answer.** At fixed $V_d$, $dx/dV_g=1$. The quotient rule gives

$$g_m=\beta V_d\frac{(1+\theta x)-\theta x}{(1+\theta x)^2}
=\frac{\beta V_d}{(1+\theta x)^2}.$$

Then

$$Y^2=\frac{I^2}{g_m}
=\frac{\beta^2V_d^2x^2}{(1+\theta x)^2}\,
\frac{(1+\theta x)^2}{\beta V_d}
=\beta V_dx^2.$$

In strong inversion $x>0$, so the positive root is

$$Y=\sqrt{\beta V_d}\left(V_g-V_t-\frac{mV_d}{2}\right).$$

Both $\theta_1$ and $R$ are absent. They do not compensate each other: both add to $\theta$, and $\theta$ drops out as a whole.

The reason is visible in the total resistance,

$$\frac{V_d}{I}=\frac1{\beta x}+\frac{\theta_1}{\beta}+R.$$

First-order mobility attenuation acts as a constant resistance $\theta_1/\beta$: the mobility falls with gate voltage in just the way that leaves a fixed addition to the channel resistance. Since

$$\frac{d}{dV_g}\left(\frac1I\right)=-\frac{g_m}{I^2}=-\frac1{Y^2},$$

the function $Y$ depends on the derivative of the resistance, and a constant resistance has zero derivative.

## Part (c)

**Question.** A device has $L=100$ nm, $W=1000$ nm, $t=2.0$ nm, $\kappa=3.9$, $m=1.20$ and $V_d=0.020$ V. Synthetic currents were obtained by solving the terminal equations numerically at 31 gate voltages from 0.60 to 1.20 V, in steps of 0.02 V. The transconductance at each interior point is the difference of the two neighbouring currents divided by 0.04 V. Five of the 29 interior points are given. Extract $\mu_0$ and $V_t$.

| $V_g$ (V) | $I$ (µA) | $g_m$ (µA/V) |
|---|---|---|
| 0.62 | 18.0796 | 47.4327 |
| 0.76 | 23.7249 | 34.3166 |
| 0.90 | 27.9030 | 25.9748 |
| 1.04 | 31.1202 | 20.3427 |
| 1.18 | 33.6737 | 16.3620 |

**Answer.** In the first row,

$$Y=\frac{18.0796\times10^{-6}}{\sqrt{47.4327\times10^{-6}}}
=0.002625\ \sqrt{\mathrm{A\,V}}.$$

The other rows give 0.004050, 0.005475, 0.006900 and 0.008325 in the same unit. Each step of 0.14 V adds 0.001425, so the points lie on a line to this precision, although $g_m$ falls by almost a factor of three.

The slope from the end rows is

$$s=\frac{0.008325-0.002625}{1.18-0.62}
=0.01018\ \sqrt{\mathrm{A/V}}.$$

A least-squares line through all 29 points gives $s=0.010178$ in this unit and crosses $Y=0$ at $V_0=0.36209$ V. From part (b), $s^2=\beta V_d$, hence

$$\beta=\frac{(0.010178)^2}{0.020}=5.18\times10^{-3}\ \mathrm{A/V^2}.$$

The oxide capacitance is $C=1.7266$ µF/cm². Since $\beta=\mu_0CW/L$,

$$\mu_0=\frac{L\beta}{WC}
=\frac{0.1\times5.18\times10^{-3}}{1.7266\times10^{-6}}
=300\ \mathrm{cm^2/Vs},$$

which is 7051 atomic units. The line crosses zero at $x=0$, so

$$V_t=V_0-\frac{mV_d}{2}=0.3621-0.0120=0.3501\ \mathrm V,$$

or 0.01287 atomic units. The data were generated with 300 cm²/Vs and 0.350 V. Both are recovered although the resistance and attenuation were not supplied to the fit.

## Part (d)

**Question.** Find the error made by taking $g_m$ from points a distance $h$ on either side. Explain the effect of random current noise. Then find what a tangent to the $I(V_g)$ curve would give for the threshold and mobility.

**Answer.** Write $A=1+\theta x$. Over the common denominator $A^2-\theta^2h^2$, the numerator of $[I(x+h)-I(x-h)]/(\beta V_d)$ is

$$(x+h)(A-\theta h)-(x-h)(A+\theta h)
=2hA-2\theta xh=2h.$$

The last equality uses $A-\theta x=1$. The finite difference is therefore

$$g_m^{(h)}=\frac{\beta V_d}{(1+\theta x)^2-\theta^2h^2}.$$

It is larger than the derivative, and it makes $Y$ too small by the factor $\sqrt{1-[\theta h/(1+\theta x)]^2}$. The generating parameters give $\theta=1.854$ V$^{-1}$. At 0.62 V, $x=0.258$ V and $1+\theta x=1.478$, while $\theta h=0.0371$. The relative error of $Y$ is about $-3\times10^{-4}$. It is smaller at higher gate voltage, and over the whole fit it moves the threshold by about 0.1 mV.

At the noise level used below, noise matters more than this, because $g_m$ comes from a small difference. If each current has an independent relative error $\sigma$, and the two neighbouring currents are taken as approximately $I$, the relative error of $g_m$ is

$$\frac{\sigma I\sqrt2}{2hg_m}.$$

At 0.90 V, with $\sigma=0.02\%$, this is 0.76%, an amplification by 38. Refitting 2000 synthetic data sets with Gaussian noise of this size gives standard deviations of 1.2 cm²/Vs in mobility and 0.9 mV in threshold. A smaller $h$ reduces the discretization error but increases the noise in each derivative.

For the tangent method, the tangent at $V_g$ meets the voltage axis at $V_g-I/g_m$. From parts (a) and (b), $I/g_m=x(1+\theta x)$. After subtraction of $mV_d/2$, the apparent threshold is

$$V_t+x-x(1+\theta x)=V_t-\theta x^2.$$

The mobility inferred from the slope $g_m$ is

$$\frac{Lg_m}{WCV_d}=\frac{\mu_0}{(1+\theta x)^2}.$$

At 0.62 V these are 0.227 V and 137 cm²/Vs. The threshold is too low by 0.123 V, and the mobility is less than half of $\mu_0$. Both errors vanish as $\theta x\to0$, but the strong-inversion charge law fails before that limit is reached.

## Part (e)

**Question.** Can $R$ be found from this one device? Use the following synthetic extractions, which share the same $R$ and $\theta_1$, to find both.

| $L$ (nm) | $\beta$ (mA/V²) | $\theta$ (V$^{-1}$) |
|---|---|---|
| 100 | 5.1797 | 1.8539 |
| 200 | 2.5898 | 1.0770 |
| 400 | 1.2949 | 0.6885 |
| 1000 | 0.5180 | 0.4554 |

**Answer.** Once $\beta$ and $V_t$ are known, the current formula can be solved for $\theta$:

$$\theta=\frac{\beta V_d}{I}-\frac1x.$$

At one length, the current in this model contains $\theta_1$ and $R$ only through $\theta_1+\beta R$, whatever the drain voltage. A device with no series resistance and an attenuation coefficient of 1.854 V$^{-1}$ would have the same current at every gate voltage. One such curve cannot separate them.

Changing the length changes $\beta$. If $R$ and $\theta_1$ stay fixed, $\theta=\theta_1+R\beta$ is a straight line in $\beta$. Its slope from the end rows is

$$R=\frac{1.8539-0.4554}{(5.1797-0.5180)\times10^{-3}}
=300\ \Omega,$$

and its intercept is

$$\theta_1=1.8539-300\times5.1797\times10^{-3}
=0.300\ \mathrm{V^{-1}}.$$

In the 100 nm device, series resistance supplies 1.554 of the 1.854 V$^{-1}$. Most of the apparent loss of mobility is therefore a voltage loss outside the channel. At 1000 nm the resistance supplies only about one third of $\theta$.

## Part (f)

**Question.** Examine two departures from a constant added resistance: an attenuation denominator $1+\theta_1x+\theta_2x^2$, and an extra resistance $\lambda/x$ divided equally between the two ends. Does a straight $Y$ plot guarantee the right mobility?

**Answer.** With the quadratic term,

$$\frac1I=\frac1{\beta V_d}\left(\frac1x+\theta+\theta_2x\right).$$

Minus its derivative is $(1/x^2-\theta_2)/(\beta V_d)=1/Y^2$, so

$$Y=\frac{\sqrt{\beta V_d}\,x}{\sqrt{1-\theta_2x^2}},
\qquad \theta_2x^2<1.$$

The plot curves upward for $\theta_2>0$. For $\theta_2=0.10$ V$^{-2}$, with the other parameters fixed and an effectively continuous derivative, the line fit gives 330 cm²/Vs and 0.365 V. The mobility is 10% too high and the threshold 15 mV too high. Differentiation explains the size: the local slope is multiplied by $(1-\theta_2x^2)^{-3/2}$. At mid-window, $x=0.538$ V, so the squared slope rises by about 9%.

With the extra resistance instead,

$$\frac{V_d}{I}=\frac{1+\beta\lambda}{\beta x}+\frac{\theta_1}{\beta}+R,
\qquad
Y=\sqrt{\frac{\beta V_d}{1+\beta\lambda}}\,x.$$

The plot is still straight and its threshold is correct, but the mobility is read as $\mu_0/(1+\beta\lambda)$. Straightness does not guarantee the mobility.

A short channel supplies a physical example. Even without scattering, the contacts can inject only a finite electron flux. In a nondegenerate gas of transport mass $m_t$, the mean forward velocity is

$$v_T=\frac{\int_0^\infty v\,e^{-m_tv^2/2k_BT}dv}
{\int_0^\infty e^{-m_tv^2/2k_BT}dv}
=\sqrt{\frac{2k_BT}{\pi m_t}}.$$

Let $n_+$ and $n_-$ be the densities moving forward and backward. A small voltage $V$ across the channel makes $n_-/n_+=e^{-V/k_BT}$, while their sum is $Cx$. Hence

$$I=Wv_T(n_+-n_-)=WCxv_T\tanh\frac{V}{2k_BT}
\simeq\frac{WCxv_T}{2k_BT}V.$$

This is a resistance $\lambda/x$ with $\lambda=2k_BT/(WCv_T)$. Adding it in series with the drift resistance is an interpolation between the two regimes. It gives

$$\beta\lambda=\frac{\mu_0}{\mu_b},\qquad \mu_b=\frac{Lv_T}{2k_BT}.$$

For $m_t=0.19$, 300 K and 100 nm, $\mu_b=2387$ cm²/Vs. In this nondegenerate estimate the fitted mobility is $300/(1+300/2387)=267$ cm²/Vs, 11% below $\mu_0$. The electrons in the example are in fact moderately degenerate: with the layer model of part (g), a Fermi average over the lowest subband lowers $\mu_b$ to about 1900 cm²/Vs at mid-window. The added resistance is then larger but falls less steeply than $1/x$. With the charge kept at $Cx$, the two changes nearly cancel in the fit, which gives 266 cm²/Vs.

## Part (g)

**Question.** Assess the example as a model of a real scaled silicon transistor. Which omitted effect causes the largest error in the extracted mobility, among those you can estimate?

**Answer.** The parameters are rough values for a planar silicon transistor with a gate near 100 nm and a silicon-dioxide insulator; they are not a fit to a particular product. The length $L$ must be the electrical channel length, which is usually shorter than the gate. The extracted mobility is proportional to the assumed $L$, so a channel of 80 nm taken as 100 nm would give 375 instead of 300 cm²/Vs. If the electrical length is known, the largest error estimated here comes from the mobility law. In silicon, at the high fields of this example, the inverse mobility rises faster than linearly with the mean field $F$ in the electron layer, defined below. A rough empirical form is $\mu\propto1/[1+(F/F_0)^{1.85}]$ with $F_0=0.9$ MV/cm. For this oxide and a doping of $10^{18}$ cm$^{-3}$ it corresponds to $\theta_2\approx0.5$ V$^{-2}$, well above the value used in part (f). With $\mu_0$ held at 300 cm²/Vs and the charge kept at $Cx$, the line fit with $\theta_2=0.5$ V$^{-2}$ gives 512 cm²/Vs, or 71% too much, and a threshold about 77 mV too high. The mobility is sensitive to the coefficient: $\theta_2=0.45$ and 0.55 V$^{-2}$ give 481 and 546 cm²/Vs, and the full empirical form gives 499. With the smaller charge of the triangular-well estimate below, the same $\theta_2$ raises the fit from 234 to 329 cm²/Vs, a factor of 1.4 instead of 1.7. The plot gives a warning, because its points depart from the line by up to 6% of the range of $Y$.

The next error has the opposite sign and comes from using the oxide capacitance alone. Real inversion electrons occupy a layer of finite thickness and a finite density of states, so the gate must raise their energy as well as charge the oxide. The estimate below lowers the extracted mobility from 300 to 234 cm²/Vs, or by 22%, with the actual mobility parameter held at 300. Using a measured gate-to-channel capacitance would address the main part of this error. A polysilicon gate would lose further capacitance through its own depletion, which is not included here.

For that estimate, let $N=Cq$ be the electron density. In a triangular well the lowest level is

$$E_0=2.338\left(\frac{F^2}{2m_z}\right)^{1/3},\qquad
F=\frac{4\pi}{\kappa_s}\left(N_{dep}+\frac N2\right),$$

with $m_z=0.916$ and $\kappa_s=11.7$. The fixed depletion density $N_{dep}$ is that of uniform doping $10^{18}$ cm$^{-3}$ at the usual strong-inversion band bending. Filling one subband of density scale $N_2=2m_tk_BT/\pi$ gives

$$V_g=\text{constant}+q+E_0+k_BT\ln\left(e^{N/N_2}-1\right).$$

The constant is chosen so that $q=k_BT$ at $x=0$. At mid-window, $dq/dV_g=0.833$. Inserting this charge in $I=\beta V_dq/(1+\theta q)$ gives $Y=\sqrt{\beta V_d}\,q/\sqrt{q'}$, where a prime means $d/dV_g$. Its slope is

$$Y'=\sqrt{\beta V_d}\left(\sqrt{q'}-\frac{qq''}{2q'^{3/2}}\right).$$

The energy terms grow more slowly as the layer fills, so $q''>0$. The squared slope is thus reduced by more than $q'$ alone, which is why the mobility falls by more than 17%.

The triangular well with a mean field understates how fast the level rises with charge. A self-consistent solution of the Schrödinger and Poisson equations, with the same fixed depletion charge, gives $dq/dV_g=0.80$ at mid-window and an extracted mobility of 223 cm²/Vs, or 26% below 300. These values treat the oxide as a hard wall; letting the wave functions enter a 3.1 eV barrier with oxide mass 0.5 shifts them to about 0.82 and 226 cm²/Vs.

Other estimates are smaller or affect the interpretation:

- **Unequal resistances.** Placing all 300 Ω at the source gives 297 cm²/Vs; placing it at the drain gives 303 cm²/Vs. The threshold moves by about 1 mV in opposite directions.
- **Other subbands.** In the same well at mid-window, about 10% of the electrons lie outside the lowest subband. The self-consistent potential flattens away from the oxide, which lowers the excited levels and raises this share to about 18% for a hard wall at the oxide, and to roughly 30% when the wave functions penetrate the barrier. Some have a different in-plane mass, so one mobility is an average.
- **Oxide field.** It reaches about 5 MV/cm at 1.20 V, below a rough breakdown scale of 10 MV/cm.
- **Tunnelling.** A semiclassical estimate with a 3.1 eV barrier and oxide mass 0.5 gives about $10^{-11}$ A, less than one millionth of the drain current. The result depends exponentially on the oxide mass: a mass of 0.4 gives about $10^{-10}$ A, some three millionths of the drain current.
- **Velocity saturation.** The largest drift velocity, $I/(WCx)$, is about 4% of a rough saturation velocity of $10^7$ cm/s.
- **Temperature.** If phonons limit the mobility as $T^{-3/2}$, its value at 360 K is 0.76 of that at 300 K. The extraction refers to the temperature of measurement.

The capacitance and ballistic errors both lower the apparent mobility, whereas a positive $\theta_2$ raises it. A plausible fitted value can therefore contain errors that partly offset one another. With $\theta_2=0.5$ V$^{-2}$, the triangular-well charge and the ballistic resistance with Fermi filling all included, the fit gives 280 cm²/Vs; with the self-consistent charge in place of the triangular-well charge it gives about 260 cm²/Vs. This is close to 300 only because large errors cancel. An independent capacitance measurement and several channel lengths supply information that the $Y$ plot lacks.

All numerical values are calculated from the stated model.
